# The Casimir-Polder integral for C6 and its value for two hydrogen atoms

Two neutral atoms A and B in spherically symmetric ground states, a distance $R$ apart, attract each other with the leading energy $-C_6/R^6$, where

$$
C_6=\frac{3}{\pi}\int_0^\infty \alpha_A(iu)\,\alpha_B(iu)\,du
=\frac32\sum_{n,m}\frac{f_n f_m}{\omega_n\omega_m(\omega_n+\omega_m)} .
$$

Here $\omega_n$ and $f_n$ are the excitation energies and oscillator strengths of A, $\omega_m$ and $f_m$ are those of B, and $\alpha(iu)$ is the dipole polarizability at the imaginary frequency $iu$. The sums run over all excited levels and include an integral over the continuum. For two hydrogen atoms with infinitely heavy nuclei the value is $C_6=6.499$ hartree $a_0^6$; the finite proton mass raises it by 0.27 percent, to 6.517. Atomic units are used throughout: $\hbar$, the electron mass and the elementary charge are 1, and the electron has charge $-1$.

The result holds in a window of distances. $R$ must be large compared with the atoms, so that the overlap of their electron clouds, and with it electron exchange, can be neglected. $R$ must also be small compared with $c/\omega$ for the transitions that matter, so that the Coulomb interaction may be taken as instantaneous. The nuclei are held fixed and the electrons are nonrelativistic. The ground states are non-degenerate apart from spin, on which the Coulomb interaction does not act. Real atoms with unpaired spins also have a weak magnetic dipole coupling that falls only as $R^{-3}$ and is left out here. For two hydrogen atoms it vanishes in the spin singlet; in the triplet it amounts to 3 to 7 percent of $C_6/R^6$ at $R=20\,a_0$ and exceeds $C_6/R^6$ beyond about 50 to 60 $a_0$.

**The interaction.** Take first one electron on each atom. Put nucleus A at the origin and nucleus B at $R\hat{\mathbf z}$, and measure each electron from its own nucleus, at $\mathbf r_A$ and $\mathbf r_B$. The Coulomb energy between the atoms is

$$
W=\frac1R+\frac{1}{|R\hat{\mathbf z}+\mathbf r_B-\mathbf r_A|}
-\frac{1}{|R\hat{\mathbf z}+\mathbf r_B|}-\frac{1}{|R\hat{\mathbf z}-\mathbf r_A|} .
$$

The terms are the repulsion of the nuclei, the repulsion of the electrons, and the attraction of each electron to the other nucleus. For a displacement $\mathbf s$ small compared with $R$,

$$
\frac{1}{|R\hat{\mathbf z}+\mathbf s|}=\frac1R-\frac{s_z}{R^2}+\frac{3s_z^2-s^2}{2R^3}+O(R^{-4}) .
$$

Insert this with $\mathbf s=\mathbf r_B-\mathbf r_A$, $\mathbf r_B$ and $-\mathbf r_A$. The terms in $1/R$ add up to $1+1-1-1=0$. Those in $1/R^2$ add up to $-(z_B-z_A)+z_B-z_A=0$. In the quadratic term the squares of $\mathbf r_A$ and $\mathbf r_B$ cancel and the cross products survive:

$$
V=\frac{\mathbf r_A\!\cdot\mathbf r_B-3z_Az_B}{R^3}
=\frac{x_Ax_B+y_Ay_B-2z_Az_B}{R^3} .
$$

In an atom with several electrons the nuclear charge equals the number of electrons. The full interaction is then the sum of $W$ over all pairs of one electron from A and one from B, and $V$ keeps its form with $\mathbf r_A$ and $\mathbf r_B$ replaced by sums over electrons. The neglected remainder should fall as $R^{-4}$. For one choice of electron positions, the numerical check finds that doubling $R$ reduces it by a factor 16.013, against the limiting value 16.

**Second-order energy.** The unperturbed state is the product $|00\rangle$ of the two ground states. In first order $V$ gives nothing, because the mean of $\mathbf r$ vanishes in each ground state. In second order, with excitation energies counted from the ground states,

$$
E^{(2)}=-\sum_{n,m}\frac{|\langle nm|V|00\rangle|^2}{\omega_n+\omega_m} .
$$

Terms in which one atom alone is excited are absent, since they contain the vanishing mean of $\mathbf r$ in the other. Both atoms are virtually excited together. Every denominator is positive, so the energy is lowered and the force is attractive.

Write $V=R^{-3}\sum_i t_i\,r_{A,i}\,r_{B,i}$ with $t=(1,1,-2)$. Squaring the matrix element produces, for each atom, the sum over the degenerate states of a level

$$
\sum_{\text{states of }n}\langle0|r_i|n\rangle\langle n|r_j|0\rangle=D_n\,\delta_{ij} .
$$

It must have this form because neither a spherical ground state nor a complete level singles out a direction, and $\delta_{ij}$ is the symmetric tensor with that property. The number $D_n$ is the sum of $|\langle n|z|0\rangle|^2$ over the level. The cross terms with $i\ne j$ therefore drop out, and

$$
\sum_{i,j}t_it_j\,(D_n\delta_{ij})(D_m\delta_{ij})=(1+1+4)D_nD_m=6D_nD_m ,
$$

$$
C_6=6\sum_{n,m}\frac{D_nD_m}{\omega_n+\omega_m} .
$$

The oscillator strength is defined by $f_n=2\omega_nD_n$. Replacing $D_n$ by $f_n/(2\omega_n)$, and $D_m$ likewise, turns the factor 6 into $6/4=3/2$ and gives the double sum stated at the start.

The factor 6 and the double sum can be tested together without perturbation theory. Two unlike model atoms, each with a few oscillators, were coupled by $V$ at $R=20\,a_0$ and the full Hamiltonian matrix was diagonalized. The lowest energy, multiplied by $-R^6$, is 6.490260, and the double sum gives 6.490261 hartree $a_0^6$.

**Polarizability at imaginary frequency.** An oscillating field $e^{-i\omega t}$ with $\omega=iu$ becomes a growing field $e^{ut}$, so $\alpha(iu)$ has a direct meaning. Let the field $F(t)=F_0e^{ut}$, with $u>0$, act along $z$. The electron charge is $-1$, so the perturbation is $+zF(t)$ and the dipole moment is $-\langle z\rangle$. To first order the amplitude $c_n$ of an excited state, with the phase of the ground state taken out, obeys

$$
i\dot c_n=\omega_nc_n+\langle n|z|0\rangle F_0e^{ut} .
$$

The atom was undisturbed in the distant past, so $c_n$ is proportional to $e^{ut}$ and $\dot c_n=uc_n$. This gives

$$
c_n=-\frac{\langle n|z|0\rangle}{\omega_n-iu}\,F(t) .
$$

The dipole moment is $-2\,\mathrm{Re}\sum_n\langle0|z|n\rangle c_n$. Since the real part of $1/(\omega_n-iu)$ is $\omega_n/(\omega_n^2+u^2)$, the ratio of dipole to field is

$$
\alpha(iu)=\sum_n\frac{2\omega_nD_n}{\omega_n^2+u^2}=\sum_n\frac{f_n}{\omega_n^2+u^2} .
$$

This function is real, positive and steadily decreasing in $u$, and it has no resonances. At $u=0$ it is the static polarizability. The faster the field grows, the less time the electrons have to follow it. For a two-oscillator model at $u=0.5$ hartree, direct integration of the time-dependent Schrödinger equation gives 1.892683 $a_0^3$, in agreement with the sum.

**The integral.** The double sum does not factorize into a property of A times a property of B, because $\omega_n+\omega_m$ ties the atoms together. An integral removes the tie. For positive $a\neq b$, partial fractions give

$$
\frac{1}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\left[\frac1{a^2+u^2}-\frac1{b^2+u^2}\right] .
$$

With $\int_0^\infty du/(a^2+u^2)=\pi/(2a)$,

$$
\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}
=\frac{\pi}{2}\,\frac{1/a-1/b}{b^2-a^2}
=\frac{\pi}{2ab(a+b)} ,
$$

because $1/a-1/b=(b-a)/(ab)$ and $b^2-a^2=(b-a)(b+a)$. Both sides are continuous at $a=b$, so the formula holds there too. Now set $a=\omega_n$ and $b=\omega_m$:

$$
\frac32\,\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}
=\frac32\cdot\frac2\pi\int_0^\infty\frac{f_n}{\omega_n^2+u^2}\,\frac{f_m}{\omega_m^2+u^2}\,du .
$$

Ground-state oscillator strengths are positive, so sum and integral may be interchanged. Summing over $n$ and $m$ produces $\alpha_A(iu)\alpha_B(iu)$ under the integral with the prefactor $3/\pi$, which is the Casimir-Polder form. Read backwards, the same lines reduce the integral to the double sum. The function $\alpha(iu)$ of each atom is thus enough to find $C_6$ for any pair.

If each atom is represented by one oscillator, $\alpha(0)=f/\omega^2$ and the double sum becomes London's formula,

$$
C_6\approx\frac32\,\alpha_A(0)\,\alpha_B(0)\,\frac{\omega_A\omega_B}{\omega_A+\omega_B} .
$$

**A finite set of oscillators for hydrogen.** The true spectrum of hydrogen has infinitely many bound levels and a continuum. It can be replaced by a few effective oscillators, and the sign of the resulting error in $C_6$ is known in advance. Consider, for real $\chi$ built from states with both atoms excited, the Hylleraas functional

$$
J[\chi]=\langle\chi|H_A+H_B-2E_0|\chi\rangle+2\langle\chi|V|00\rangle ,
$$

where $E_0=-1/2$ is the ground-state energy of one atom. Expanded in the eigenstates, $\chi=\sum c_{nm}|nm\rangle$, it is a sum of terms $(\omega_n+\omega_m)c_{nm}^2+2c_{nm}V_{nm}$ with $V_{nm}=\langle nm|V|00\rangle$. Each is smallest at $c_{nm}=-V_{nm}/(\omega_n+\omega_m)$, and the minimum of $J$ is $E^{(2)}$.

Now restrict $\chi$ to products of $K$ radial functions of p type on each atom, in all three orientations. Diagonalizing $H-E_0$ among these functions gives $K$ effective energies and strengths. In terms of them $J$ has the same form as before, so its restricted minimum is $-C_6(K)/R^6$, with $C_6(K)$ the double sum over effective oscillators. A restricted minimum cannot lie below the true one. Hence $C_6(K)\le C_6$, and $C_6(K)$ cannot fall when functions are added.

Write a p function as $u(r)/r$ times the spherical harmonic $Y_{10}$. The ground state has $u=2re^{-r}$ and the harmonic $Y_{00}$. Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the state $z|0\rangle$ has the radial function $(2/\sqrt3)\,r^2e^{-r}$. This suggests the basis $u_p=r^pe^{-r}$ with $p=2,\dots,K+1$. For p waves

$$
H-E_0=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 ,
$$

and $u_p''=[p(p-1)r^{p-2}-2p\,r^{p-1}+r^p]e^{-r}$. The terms in $r^p$ cancel, which leaves

$$
(H-E_0)u_p=\left[\left(1-\tfrac{p(p-1)}2\right)r^{p-2}+(p-1)r^{p-1}\right]e^{-r} .
$$

With $I_m=\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$, the overlaps, energies and dipole elements are

$$
S_{qp}=I_{p+q},\qquad b_q=\tfrac{2}{\sqrt3}\,I_{q+2},
$$

$$
A_{qp}=\left(1-\tfrac{p(p-1)}2\right)I_{p+q-2}+(p-1)I_{p+q-1} .
$$

An eigenvector $c$ of $Ac=\omega Sc$ has $D=(b\cdot c)^2/(c\cdot Sc)$ and $f=2\omega D$.

For $K=1$ the numbers are $S=I_4=3/4$, $A=I_3=3/8$ and $b=(2/\sqrt3)(3/4)$. Then $\omega=1/2$, $D=b^2/S=1$ and $f=1$, so

$$
C_6(1)=\frac32\cdot\frac{1}{\frac12\cdot\frac12\cdot1}=6 .
$$

For $K=2$, with $I_5=15/8$ and $I_6=45/8$,

$$
S=\begin{pmatrix}3/4&15/8\\15/8&45/8\end{pmatrix},\qquad
A=\begin{pmatrix}3/8&3/4\\3/4&9/4\end{pmatrix}.
$$

The condition $\det(A-\omega S)=0$ reads

$$
\left(\tfrac38-\tfrac34\omega\right)\left(\tfrac94-\tfrac{45}8\omega\right)-\left(\tfrac34-\tfrac{15}8\omega\right)^2=0 .
$$

Collecting powers gives $\frac{45}{64}\omega^2-\frac{63}{64}\omega+\frac{18}{64}=0$, or $\omega^2-\frac75\omega+\frac25=0$, with roots $2/5$ and $1$.

At $\omega=2/5$ the second column of $A-\omega S$ vanishes, so $c=(0,1)$. Then $D=\frac43\left(\frac{15}8\right)^2/\frac{45}8=\frac56$ and $f=2\cdot\frac25\cdot\frac56=\frac23$. At $\omega=1$ the first row is $(-3/8,-9/8)$, so $c=(3,-1)$. Here $c\cdot Sc=\frac{27}4-\frac{45}4+\frac{45}8=\frac98$ and $b\cdot c=\frac2{\sqrt3}\left(\frac94-\frac{15}8\right)=\frac2{\sqrt3}\cdot\frac38$. This gives $D=\frac16$ and $f=\frac13$.

The static polarizability of this pair of oscillators is

$$
\alpha(0)=\frac{2/3}{4/25}+\frac{1/3}{1}=\frac{25}6+\frac13=\frac92 .
$$

It is the true value for hydrogen in this model. The formula for $(H-E_0)u_p$ gives $(H-E_0)(u_2+\frac12u_3)=r^2e^{-r}$, which is proportional to the radial function of $z|0\rangle$, so the full static response lies inside the basis.

In the double sum the mixed term occurs twice:

$$
C_6(2)=\frac32\left[\frac{4/9}{\frac4{25}\cdot\frac45}+2\,\frac{2/9}{\frac25\cdot\frac75}+\frac{1/9}{2}\right]
=\frac32\left[\frac{125}{36}+\frac{50}{63}+\frac1{18}\right]=\frac{363}{56} .
$$

This is 6.4821, a lower bound that falls short of the converged value by 0.26 percent of that value.

**Convergence.** Larger bases use the same matrix elements and a numerical diagonalization. In hartree $a_0^6$ the results are

| $K$ | $C_6(K)$ |
|---|---|
| 1 | 6.000000 |
| 2 | 6.482143 |
| 3 | 6.498444 |
| 4 | 6.499003 |
| 6 | 6.499027 |
| 16 | 6.499027 |

The values rise, as the minimum principle requires, and settle at 6.499027. A separate calculation checks that they have settled at the right place. It solves the response equation $(H-E_0-iu)\phi=z|0\rangle$ on a radial grid, without the basis, and integrates the squared polarizability over $u$. It also gives 6.499027. Hence

$$
C_6=6.499\ \text{hartree}\,a_0^6=3.883\ \text{eV}\,\text{Å}^6 .
$$

The lower bound applies to $C_6$, and not to $\alpha(iu)$ at each $u$. At $u=0.5$ hartree the two-oscillator model gives 1.893 $a_0^3$, below the converged 1.905. At $u=2$ hartree it gives 0.2269, above the converged 0.2245.

**What the oscillators represent.** For small $K$ the effective energies are not the levels of hydrogen. As $K$ grows the lowest of them approach the real levels, and for $K=16$ the lowest oscillator matches the energy and strength of the 2p level to within $10^{-5}$. The real 2p level has $\omega=3/8$ and $f=0.4162$, whereas the lowest oscillator for $K=2$ has $\omega=2/5$ and $f=2/3$. The second, at $\omega=1$, lies above the ionization energy $1/2$, where the real atom has a continuum. The continuum cannot be left out. The real bound p levels carry a total strength of 0.565, and the double sum restricted to them gives 3.924 hartree $a_0^6$, which is 60.4 percent of $C_6$. The other 39.6 percent comes from terms in which at least one atom is excited into the continuum.

**Size and range.** At $R=20\,a_0$ the leading energy is

$$
-\frac{6.499}{20^6}=-\frac{6.499}{6.4\times10^7}=-1.015\times10^{-7}\ \text{hartree} .
$$

This is the $R^{-6}$ term alone. The $R^{-4}$ part of the interaction couples a dipole on one atom to a quadrupole on the other. A quadrupole reaches states with the same parity as the ground state and a dipole reaches states with the opposite parity, so the two parts share no intermediate state and no $R^{-7}$ energy arises in second order. The square of the $R^{-4}$ part does contribute, at order $R^{-8}$, and for hydrogen its coefficient, not derived here, is $C_8=124.4$ hartree $a_0^8$. At $R=20\,a_0$ this deepens the energy by 4.8 percent.

At the far end, the 2p transition has $c/\omega=365\,a_0$. As $R$ approaches this length, the field of one atom changes while it travels to the other, and the instantaneous $V$ no longer suffices. The change sets in gradually: for hydrogen, retardation weakens the dipole-dipole energy by 0.14 percent at $20\,a_0$, 2.5 percent at $100\,a_0$ and 16 percent at $365\,a_0$. The formula also fails for two like atoms of which one is excited to a level with a dipole transition to the ground state. The states $|n0\rangle$ and $|0n\rangle$ then have equal energy and $V$ couples them directly, so an energy of order $R^{-3}$ appears already in first order.

## Values computed for the example and the checks

```
Atomic units unless a unit is stated
Coulomb remainder ratio, R=200 to R=400: 16.013
K=1 oscillator: w = 0.500000 hartree, f = 1.000000
K=2 oscillator: w = 0.400000 hartree, f = 0.666667
K=2 oscillator: w = 1.000000 hartree, f = 0.333333
K=3 oscillator: w = 0.381091 hartree, f = 0.506672
K=3 oscillator: w = 0.616576 hartree, f = 0.368005
K=3 oscillator: w = 1.702333 hartree, f = 0.125323
C6 with K= 1: 6.00000000 hartree a0^6
C6 with K= 2: 6.48214286 hartree a0^6
C6 with K= 3: 6.49844398 hartree a0^6
C6 with K= 4: 6.49900258 hartree a0^6
C6 with K= 6: 6.49902660 hartree a0^6
C6 with K= 8: 6.49902670 hartree a0^6
C6 with K=12: 6.49902671 hartree a0^6
C6 with K=16: 6.49902671 hartree a0^6
C6 from frequency integral, K=16: 6.49902671 hartree a0^6
C6 from radial grid: 6.499027 hartree a0^6
alpha(iu), u=0.00 hartree: K=2 4.50000, K=16 4.50000, grid 4.50000 a0^3
alpha(iu), u=0.25 hartree: K=2 3.30998, K=16 3.31262, grid 3.31262 a0^3
alpha(iu), u=0.50 hartree: K=2 1.89268, K=16 1.90539, grid 1.90539 a0^3
alpha(iu), u=1.00 hartree: K=2 0.74138, K=16 0.74244, grid 0.74244 a0^3
alpha(iu), u=2.00 hartree: K=2 0.22692, K=16 0.22447, grid 0.22447 a0^3
growing field, u=0.5: alpha from dynamics 1.892683, from sum 1.892683 a0^3
unlike model pair (K=2, K=3), R=20 a0:
  -E R^6 by diagonalization 6.490260 hartree a0^6
  C6 by double sum 6.490261 hartree a0^6
real 2p level: w = 0.375000 hartree, f = 0.416197
total strength of bound levels: 0.56500
C6 from bound levels alone: 3.9236 hartree a0^6
bound-level share of C6: 60.4 percent
leading energy at R=20 a0: -1.0155e-07 hartree
c/w for the 2p transition: 365.4 a0
C6 converted: 3.8833 eV angstrom^6
```
